# Shadow and doping edge of a resist wall under tilted implantation: a program that tests the result

```python
"""
Shadow of a vertical implant mask under a tilted parallel ion beam.
Result under test: shadow length = height * tan(tilt) * max(0, cos(azimuth)).
The mask fills x < 0, 0 < z < height; the open wafer surface is x > 0, z = 0.
tilt    : angle between beam and wafer normal
azimuth : angle between the horizontal part of the beam direction and +x
taper   : angle by which the mask wall leans back from the vertical
Also tested: lit floor of a window, leakage through the mask corner, and the
lateral doping edge after range, straggle and diffusion. Lengths are in nm.
"""
import numpy as np
from scipy.integrate import quad
from scipy.stats import norm

height = 1000.0
tilt = np.radians(7.0)
azimuth_example = np.radians(22.0)
window = 1000.0
angle_error = np.radians(0.5)
taper_example = np.radians(2.0)
# Rough typical values for boron near 30 keV
range_si, straggle_along, straggle_across = 100.0, 40.0, 45.0
range_resist, straggle_resist = 200.0, 50.0
diffusivity_cm2 = 1.5e-14
anneal_time = 10.0
enhancement = 10.0


def inside_mask(x, tilt, azimuth=0.0, taper=0.0, width=np.inf, samples=20000):
    """Flags for points on the backward ray from surface point x."""
    path = (np.arange(samples) + 0.5) / samples * height / np.cos(tilt)
    ray_x = x - path * np.sin(tilt) * np.cos(azimuth)
    ray_z = path * np.cos(tilt)
    lean = ray_z * np.tan(taper)
    return (ray_x < -lean) | (ray_x > width + lean)


def traced_shadow(tilt, azimuth=0.0, taper=0.0):
    """Boundary between dark and lit surface, found by bisection."""
    low, high = 1e-6, 2.0 * height
    assert not inside_mask(high, tilt, azimuth, taper).any()
    if not inside_mask(low, tilt, azimuth, taper).any():
        return 0.0
    for _ in range(45):
        middle = 0.5 * (low + high)
        if inside_mask(middle, tilt, azimuth, taper).any():
            low = middle
        else:
            high = middle
    return 0.5 * (low + high)


def shadow_formula(tilt, azimuth=0.0):
    return height * np.tan(tilt) * max(0.0, np.cos(azimuth))


# Shadow length; the ray sampling limits accuracy to about L/40000
shadow = shadow_formula(tilt)
traced = traced_shadow(tilt)
for tilt_deg in (3, 7, 30):
    for azimuth_deg in (0, 22, 60, 120, 180):
        a, b = np.radians(tilt_deg), np.radians(azimuth_deg)
        assert abs(traced_shadow(a, b) - shadow_formula(a, b)) < 0.05
shadow_turned = shadow_formula(tilt, azimuth_example)

# Four implants at right angles: count those reaching a point
def implants_received(x):
    return sum(not inside_mask(x, tilt, k * np.pi / 2).any() for k in range(4))


received_in_strip = implants_received(0.5 * shadow)
assert received_in_strip == 3
assert implants_received(1.05 * shadow) == 4

# Lit floor between two walls, from a grid of surface points
def traced_floor(width, points=1000):
    grid = (np.arange(points) + 0.5) * width / points
    lit = [not inside_mask(x, tilt, width=width, samples=4000).any()
           for x in grid]
    return width * np.mean(lit)


lit_floor = max(0.0, window - shadow)
assert abs(traced_floor(window) - lit_floor) < 1.5
assert traced_floor(100.0) == 0.0

# Small angle error and sloping wall
angle_shift = height * angle_error / np.cos(tilt)**2
traced_shift = 0.5 * (traced_shadow(tilt + angle_error)
                      - traced_shadow(tilt - angle_error))
assert abs(traced_shift - angle_shift) < 0.05
shadow_tapered = height * (np.tan(tilt) - np.tan(taper_example))
assert abs(traced_shadow(tilt, taper=taper_example) - shadow_tapered) < 0.05
assert traced_shadow(tilt, taper=np.radians(8.0)) == 0.0

# Mask length crossed by rays aimed into the shadow
for x in (10.0, 60.0, 110.0):
    crossed = inside_mask(x, tilt).mean() * height / np.cos(tilt)
    assert abs(crossed - (shadow - x) / np.sin(tilt)) < 0.2
full_path = height / np.cos(tilt)
opacity_margin = (full_path - range_resist) / straggle_resist
leak_strip = range_resist * np.sin(tilt)

# Lateral doping edge behind an opaque mask
edge = shadow + range_si * np.sin(tilt)
sigma_x = np.hypot(straggle_along * np.sin(tilt),
                   straggle_across * np.cos(tilt))


def relative_dose(x, sigma=sigma_x):
    return norm.cdf((x - edge) / sigma)


rng = np.random.default_rng(7)
ions = 2_000_000
start_low, start_high = -100.0, 400.0
start_x = rng.uniform(start_low, start_high, ions)
start_x = start_x[start_x > 0.0]          # the others strike the mask top
along = height / np.cos(tilt) + rng.normal(range_si, straggle_along,
                                         start_x.size)
across = rng.normal(0.0, straggle_across, start_x.size)
stop_x = start_x + along * np.sin(tilt) + across * np.cos(tilt)
ions_per_nm = ions / (start_high - start_low)
for centre in (80.0, 110.0, edge, 170.0, 220.0):
    sampled = np.sum(abs(stop_x - centre) < 2.0) / (4.0 * ions_per_nm)
    assert abs(sampled - relative_dose(centre)) < 0.03
sampled_tail = np.sum(stop_x < 30.0) / ions_per_nm
formula_tail = quad(relative_dose, -400.0, 30.0)[0]
assert abs(sampled_tail / formula_tail - 1.0) < 0.25   # few hundred ions
mean_in_shadow = quad(relative_dose, 0.0, shadow)[0] / shadow
sampled_mean = np.sum((stop_x > 0) & (stop_x < shadow)) / ions_per_nm / shadow
assert abs(sampled_mean - mean_in_shadow) < 0.005

# Annealing: compare the widened edge with a diffusion solver
diffusivity = diffusivity_cm2 * 1e14       # nm^2/s
spread = np.sqrt(2.0 * diffusivity * anneal_time)
spread_enhanced = np.sqrt(enhancement) * spread
sigma_annealed = np.hypot(sigma_x, spread_enhanced)
grid = np.arange(-500.0, 800.0, 2.0)
profile = relative_dose(grid)
steps = 300
diffusion_step = enhancement * diffusivity * anneal_time / steps
for _ in range(steps):
    curvature = (profile[2:] - 2 * profile[1:-1] + profile[:-2]) / 4.0
    profile[1:-1] += diffusion_step * curvature
assert np.max(abs(profile - relative_dose(grid, sigma_annealed))) < 1e-3
# The same solution must differ clearly from the edge without diffusion
assert np.max(abs(profile - relative_dose(grid))) > 5e-3

print(f"Mask height: {height:.0f} nm")
print(f"Beam tilt: {np.degrees(tilt):.1f} deg")
print(f"tan(tilt): {np.tan(tilt):.5f}")
print(f"sin(tilt): {np.sin(tilt):.5f}")
print(f"cos(tilt): {np.cos(tilt):.5f}")
print(f"Shadow length, formula: {shadow:.2f} nm")
print(f"Shadow length, formula: {shadow / 1000:.4f} um")
print(f"Shadow length, ray tracing: {traced:.2f} nm")
print(f"Example azimuth: {np.degrees(azimuth_example):.0f} deg")
print(f"Shadow at example azimuth: {shadow_turned:.1f} nm")
print(f"Implants out of 4 reaching the strip: {received_in_strip}")
print(f"Window width: {window:.0f} nm")
print(f"Directly lit floor: {lit_floor:.1f} nm")
print(f"Shadowed part of floor: {100 * shadow / window:.1f} %")
print(f"Angle error: {np.degrees(angle_error):.1f} deg")
print(f"Shadow change from angle error: {angle_shift:.1f} nm")
print(f"Wall slope from vertical: {np.degrees(taper_example):.1f} deg")
print(f"Shadow with sloping wall: {shadow_tapered:.1f} nm")
print(f"Shortening by wall slope: {shadow - shadow_tapered:.1f} nm")
print(f"Range in resist (rough): {range_resist:.0f} nm")
print(f"Straggle in resist (rough): {straggle_resist:.0f} nm")
print(f"Path through full mask: {full_path:.1f} nm")
print(f"Opacity margin: {opacity_margin:.1f} straggles")
print(f"Corner leakage strip: {leak_strip:.1f} nm")
print(f"Leakage strip / shadow: {100 * leak_strip / shadow:.1f} %")
print(f"Shadow left fully dark: {shadow - leak_strip:.1f} nm")
print(f"Range in silicon (rough): {range_si:.0f} nm")
print(f"Straggle along beam (rough): {straggle_along:.0f} nm")
print(f"Straggle across beam (rough): {straggle_across:.0f} nm")
print(f"Edge shift by range: {range_si * np.sin(tilt):.1f} nm")
print(f"Half-dose point from wall: {edge:.1f} nm")
print(f"Lateral edge width sigma_x: {sigma_x:.1f} nm")
print(f"Relative dose at wall foot: {100 * relative_dose(0.0):.2f} %")
print(f"Relative dose at shadow tip: {100 * relative_dose(shadow):.1f} %")
print(f"Mean relative dose in shadow: {100 * mean_in_shadow:.1f} %")
print(f"Same mean, sampled ions: {100 * sampled_mean:.1f} %")
print(f"Diffusivity (rough): {diffusivity_cm2:.1e} cm2/s")
print(f"Anneal time: {anneal_time:.0f} s")
print(f"Diffusion spread: {spread:.1f} nm")
print(f"Diffusivity enhancement (assumed): {enhancement:.0f} times")
print(f"Enhanced diffusion spread: {spread_enhanced:.1f} nm")
print(f"Edge width after enhanced anneal: {sigma_annealed:.1f} nm")
foot_annealed = relative_dose(0.0, sigma_annealed)
print(f"Foot dose after enhanced anneal: {100 * foot_annealed:.2f} %")
print("OK")
```

Output:

```
Mask height: 1000 nm
Beam tilt: 7.0 deg
tan(tilt): 0.12278
sin(tilt): 0.12187
cos(tilt): 0.99255
Shadow length, formula: 122.78 nm
Shadow length, formula: 0.1228 um
Shadow length, ray tracing: 122.78 nm
Example azimuth: 22 deg
Shadow at example azimuth: 113.8 nm
Implants out of 4 reaching the strip: 3
Window width: 1000 nm
Directly lit floor: 877.2 nm
Shadowed part of floor: 12.3 %
Angle error: 0.5 deg
Shadow change from angle error: 8.9 nm
Wall slope from vertical: 2.0 deg
Shadow with sloping wall: 87.9 nm
Shortening by wall slope: 34.9 nm
Range in resist (rough): 200 nm
Straggle in resist (rough): 50 nm
Path through full mask: 1007.5 nm
Opacity margin: 16.2 straggles
Corner leakage strip: 24.4 nm
Leakage strip / shadow: 19.9 %
Shadow left fully dark: 98.4 nm
Range in silicon (rough): 100 nm
Straggle along beam (rough): 40 nm
Straggle across beam (rough): 45 nm
Edge shift by range: 12.2 nm
Half-dose point from wall: 135.0 nm
Lateral edge width sigma_x: 44.9 nm
Relative dose at wall foot: 0.13 %
Relative dose at shadow tip: 39.3 %
Mean relative dose in shadow: 10.2 %
Same mean, sampled ions: 10.1 %
Diffusivity (rough): 1.5e-14 cm2/s
Anneal time: 10 s
Diffusion spread: 5.5 nm
Diffusivity enhancement (assumed): 10 times
Enhanced diffusion spread: 17.3 nm
Edge width after enhanced anneal: 48.2 nm
Foot dose after enhanced anneal: 0.25 %
OK
```
